Negative fitted Curie–Weiss temperature of Ce³⁺ from a cubic crystal field, part 2

An isolated Ce³⁺ ion (L = 3, S = 1/2, J = 5/2, g = 6/7) in a cubic field shows a negative Curie–Weiss temperature without exchange. Energies are divided by k and given in kelvin; units are Gaussian. ℋ = B₄(O₄⁰ + 5O₄⁴) gives a doublet Γ7 and a quartet Γ8, with Δ = E₈ − E₇ = 360B₄. (B₂ in the printed checks multiplies an added non-cubic term 3Jz² − 35/4.) With x = Δ/T, u = e^(−x) and primes for d/dx,

χ = C f(x)/T,  y = C/χ = T/f,  f = N/(21D)
N = 5 + 26u + 32(1 − u)/x,  D = 1 + 2u
f′ = −16uG/(21x²D²),  G = x² − 6x + 2 + 2eˣ − 4e⁻ˣ
C/χ = T + αΔ²/T + …,  α = 8/189

A field adds −hJz, and χ_r = d⟨Jz⟩/dh at h = 0 is χ in units of N_A g²μ_B²/k. With J_nm = ⟨n|Jz|m⟩, populations p_n and t = (E_m − E_n)/2T,

χ_r T = Σ_nm |J_nm|² ℓ_nm,  ℓ_nm = ½(p_n + p_m)(tanh t)/t

The sum of |J_nm|² from Γ7 to Γ8 is 40/9.

Example: Δ = 300 K, C = 0.80389 cm³ K/mol. The equal-weight fit y = a + bT from T₁ = 150 K to T₂ = 300 K in 1 K steps gives b = 0.90497, a = 41.52 K, θ_fit = −a/b = −45.88 K, C_fit = C/b and μ_fit = 2.665 μ_B (free ion 2.5355 μ_B), with residuals up to 1 %.

The claims, for Δ ≠ 0 of either sign, in linear response:

(a) the asymptotic intercept θ∞ = lim (T − C/χ) for T → ∞ is zero;
(b) χT rises and χ falls with T at every temperature, and the tangent intercept is negative everywhere;
(c) a two-parameter straight-line least-squares fit of 1/χ against T, on any set of at least two distinct temperatures with any positive weights, gives θ_fit < 0;
(d) for T ≫ |Δ| the intercept fades as Δ²/T.

(a) is proved. For (b), G has the sign of x, so

df/dT = −xf′/T > 0.

This is the statement that χT rises. For χ itself, differentiate xN = 5x + 26ux + 32(1 − u) to get (xN)′ = 5 + 58u − 26ux. Then (xN)′D = 5 + 68u + 116u² − 26ux − 52u²x and −xN D′ = 10ux + 52u²x + 64u − 64u². The sum is 5 + 132u + 52u² − 16ux, so

(xf)′ = uH/(21D²),  H = 5eˣ + 52e⁻ˣ + 132 − 16x.

For x ≤ 0 every term of H is non-negative and H > 132. For x > 0, eˣ ≥ 1 + x + x²/2 gives H > 137 − 11x + 5x²/2, a quadratic with discriminant 121 − 1370 < 0 and so positive. (The minimum of H is found numerically to be 141.62 at x = 1.649.) The slope of y = T/f is

dy/dT = 1/f − (T/f²) f′ (−x/T) = (f + xf′)/f² = (xf)′/f² > 0,

so 1/χ rises and χ falls. The tangent at T crosses zero at θ_loc = T − y/(dy/dT) = T − Tf/(f + xf′) = Txf′/(xf)′. With Tx = Δ and the common factor u/(21D²) cancelled,

θ_loc = −16ΔG/(x²H).

G has the sign of x, which is the sign of Δ, so ΔG > 0 and θ_loc < 0. The two derivative identities are tested symbolically, and θ_loc is tested against finite differences of the diagonalization data at five temperatures for each sign of Δ.

For the example, G = 8.2368 and H = 143.983 at 150 K give θ_loc = −4800 × 8.2368/(4 × 143.983) = −68.65 K. At 225 K, G = 2.3107 and H = 143.342 give −43.52 K, and at 300 K, G = 0.9650 and H = 148.721 give −31.15 K. The fitted −45.88 K falls within this range, and the factor of more than two between the ends is hidden behind a 1 % residual.

The limits follow from G and H. For small x, the terms of G through x² cancel; the xⁿ coefficient of 2eˣ − 4e⁻ˣ is [2 − 4(−1)ⁿ]/n!, so G = x³ − x⁴/12 + …, while H = 189 + (5 − 52 − 16)x + … = 189(1 − x/3 + …). Since −1/12 + 1/3 = 1/4,

θ_loc = −(16/189)(Δ²/T)(1 + x/4 + …),  T ≫ |Δ|,

in agreement with −2αΔ²/T. This proves (d) for the tangent and is tested at T = 6000 K to a relative 10⁻³. The example is not in this regime: the leading term alone gives −50.79, −33.86 and −25.40 K at the three temperatures, short of the exact values by 26 %, 22 % and 18 % of the exact values.

For x → +∞, G/H → 2/5 and θ_loc → −(32/5)T²/Δ. For x → −∞, G/H → −4/52 and θ_loc → −(16/13)T²/|Δ|. Both are tested at 10 K. They have a direct reading. Any χ = c/T + χ₀ with constant χ₀ has dχ/dT = −c/T², and θ_loc = T + χ/(dχ/dT) = −χ₀T²/c. With Γ7 lowest f → 5/21 + 32/(21x), so χ₀/c = 32/(5Δ); with Γ8 lowest f → 13/21 + 16/(21|x|), so χ₀/c = 16/(13|Δ|). The doublet has the smaller Curie term, and the same second-order weight 40/9 is shared among two ground states instead of four, so its ratio is larger.

Since θ_loc vanishes at both ends of the temperature axis, it has a most negative value between them. A numerical search between 20 K and 600 K finds −96.0 K (−0.320|Δ|) at 89.5 K for Δ = +300 K, and −24.7 K (−0.082|Δ|) at 143.6 K for Δ = −300 K. By the scaling form these fractions hold for any |Δ|. That positive Δ gives the larger effect agrees with the sign of the x/4 correction and with the low-temperature coefficients; the size of the ratio at the minima is a numerical finding.

Proof of (c)

Let the points T_i carry weights W_i > 0 with Σ W_i = 1, and let ⟨…⟩ denote the weighted mean. Setting to zero the derivatives of ⟨(y − a − bT)²⟩ gives ⟨y⟩ = a + b⟨T⟩ and ⟨Ty⟩ = a⟨T⟩ + b⟨T²⟩. Eliminating a gives b = Cov(T,y)/Var T, and then

a = [⟨y⟩(⟨T²⟩ − ⟨T⟩²) − ⟨T⟩(⟨Ty⟩ − ⟨T⟩⟨y⟩)]/Var T = [⟨y⟩⟨T²⟩ − ⟨T⟩⟨Ty⟩]/Var T.

For any normalized weights w_i, multiplying out the product shows that

½ Σ_ij w_i w_j (A_i − A_j)(B_i − B_j) = Σ w_i A_i B_i − (Σ w_i A_i)(Σ w_j B_j) = Cov_w(A,B).

With A = T, B = y and the weights W, every term with T_i ≠ T_j is positive because y increases with T, so b > 0. For the intercept put y = Tr with r = 1/f, and define new weights w_i = W_i T_i/⟨T⟩, positive and normalized. Under them the mean of T is ⟨T²⟩/⟨T⟩, the mean of r is ⟨y⟩/⟨T⟩ and the mean of Tr is ⟨Ty⟩/⟨T⟩. The numerator of a is ⟨T⟩² times (mean of T × mean of r − mean of Tr), so

a = −⟨T⟩² Cov_w(T,r)/Var T.

Because f increases with T, r decreases, every term of the pair sum with T_i ≠ T_j is negative, and a > 0. Therefore θ_fit = −a/b < 0. Only the two monotonicity properties of (b) were used. In the example Cov_w(T,r) = −1.5584 K and a = 225.0² × 1.5584/1900.0 = 41.52 K, as found directly. The program tests this identity, and it tests the signs of a, b and θ on 50 fits of diagonalization data with random windows, points and weights.

The window dependence

The fitted a and b are linear in y. For y = T + αΔ²/T the term T contributes a = 0, b = 1. For the term 1/T on a uniform window, let T̄ = (T₁ + T₂)/2, v = (T₂ − T₁)²/12 and Λ = ⟨1/T⟩ = ln(T₂/T₁)/(T₂ − T₁). Then Cov(T, 1/T) = 1 − T̄Λ, the slope is (1 − T̄Λ)/v and the intercept is Λ − T̄(1 − T̄Λ)/v. To leading order in Δ², b may be set to 1 in −a/b:

θ_fit ≈ −(8/189)Δ² [Λ − T̄(1 − T̄Λ)/v].

This is (d) for the fit. It is tested to a relative 10⁻³ on the mean of the fits for Δ = +10 K and −10 K, in which the Δ³ term cancels. For 150–300 K the bracket is 0.009387 K⁻¹ and Δ = ±300 K gives −35.76 K, against exact fits of −45.88 K and −22.24 K, which lie on either side as the odd term requires. The covariance 1 − T̄Λ is negative by the pair formula, so b < 1 and in this regime μ_fit exceeds the free-ion moment.

Equal-weight fits in 1 K steps give the following θ and μ_fit.

Δ = +300 K
2–10 K: −0.61 K, 1.393 μ_B
50–150 K: −87.0 K, 2.923 μ_B
100–300 K: −55.4 K, 2.709 μ_B
150–300 K: −45.9 K, 2.665 μ_B
300–600 K: −20.8 K, 2.566 μ_B
600–1200 K: −9.7 K, 2.543 μ_B

Δ = −300 K
2–10 K: −0.12 K, 2.044 μ_B
50–150 K: −20.1 K, 2.561 μ_B
150–300 K: −22.2 K, 2.585 μ_B
300–600 K: −14.5 K, 2.554 μ_B
600–1200 K: −8.1 K, 2.541 μ_B

For Δ = +100 K the windows 150–300, 300–600 and 600–1200 K give −4.43, −2.10 and −1.02 K, close to the halving that the Δ²/T law predicts for each doubling of the window. The intercept is largest in size when the window covers temperatures of a few tenths of |Δ|, near the minima of θ_loc found above; it is small both far above, where it falls as Δ²/T, and far below, where it falls as T²/|Δ|, as the 2–10 K rows show. The hottest windows illustrate the model only, since for Δ = +300 K the neglected multiplet, in the 14-state model of the last section with E = 3000 K, changes θ over 300–600 K and 600–1200 K by more than the listed values. Its effect is not confined to high temperature: in the same model it lowers χ at 6 K by about 10 %.

In the 2–10 K window the moment 1.393 μ_B is 13 % above the Γ7 value of 1.237 μ_B although Γ8 is empty. There y = (21/5)T/(1 + 32T/5Δ), the slope is (21/5)/(1 + 32T/5Δ)², and the moment read from the slope is the Γ7 moment times 1 + 32T/5Δ. At the centre of the window, 6 K, this factor is 1.128.

Crystal field and exchange together

In mean-field theory each ion sees h + λ⟨Jz⟩, with λ > 0 ferromagnetic. In the paramagnetic phase and in linear response, ⟨Jz⟩ = χ_r(h + λ⟨Jz⟩), so h/⟨Jz⟩ = 1/χ_r − λ. Multiplying by 35/12,

y = T/f − θ_ex,  θ_ex = (35/12)λ.

By (a), θ_ex is the true asymptotic intercept. Subtracting a constant from y changes a to a − θ_ex and leaves b alone, so

θ_fit = −a/b + θ_ex/b.

The exchange part enters multiplied by 1/b = C_fit/C. For a ferromagnetic θ_ex = +10 K the shift is 10/0.90497 = 11.05 K and θ_fit = −45.88 + 11.05 = −34.83 K, tested against a self-consistent diagonalization. In this window a mean-field ferromagnet shows a negative intercept until θ_ex exceeds a = 41.52 K. A negative θ_fit therefore does not give the sign of the exchange. A positive θ_fit, in this model, requires θ_ex > a > 0 and so does indicate ferromagnetic coupling.

The two sources differ in form: mean-field exchange displaces 1/χ rigidly, while the crystal field bends it. Two symptoms of the bending are a θ that changes with the window and a μ_fit that differs from 2.5355 μ_B. The second can be absent in a single window. For Δ = +300 K the table shows μ_fit passing from 1.393 μ_B (2–10 K) to 2.923 μ_B (50–150 K), so some window in between returns the free-ion moment while θ_fit is still negative by (c). A free-ion moment alone therefore does not exclude a crystal-field origin. Fitting y = T/f(Δ/T) − θ_ex with C fixed over 20–300 K recovers Δ = 300.00 K and θ_ex = 10.00 K from the self-consistent data, starting from Δ = 200 K and θ_ex = 0. Those data are free of noise and obey the fitted model, so this shows that the information is present in a wide window. It does not show how well noisy data would fix the two parameters or the sign of Δ.

Limits of the model

Statement (c) concerns a straight line fitted to 1/χ. A fit with a free constant χ₀ can absorb part of the curvature, and the proof says nothing about its θ. Uncorrected diamagnetic or conduction-electron terms, and any coupling of the 4f electron to a conduction band, are outside the model.

For another single multiplet in cubic symmetry, (a) carries over unchanged, as does f ≤ 1 from the comparison of means. With 1 − (tanh t)/t ≈ t²/3 and p ≈ 1/(2J+1), the leading deficit is Σ_nm |J_nm|²(E_n − E_m)²/[12T²(2J+1)], which is positive whenever Jz connects different levels. The high-temperature intercept is then negative. (For Ce³⁺, (80/9)x²/72 divided by 35/12 is again 8x²/189.) The monotonicity at all temperatures was proved from the explicit f and is claimed only for J = 5/2.

The J = 7/2 multiplet, at an energy E above the ground multiplet, adds a Van Vleck term. In Lz + 2Sz = Jz + Sz only Sz connects the multiplets. Summed over the six J = 5/2 states, ⟨Sz²⟩ gives 6/4. The part inside the multiplet, where Sz acts as (g − 1)Jz, is (1/49)(35/2) = 5/14. The remainder is 3/2 − 5/14 = 8/7, and with p = 1/6,

χ₀ = (N_A μ_B²/k) × 2(8/7)/(6E) = (8/21) N_A μ_B²/(kE).

For the round value E = 3000 K, roughly the size met in Ce³⁺, χ₀ = 0.37515 × 8/(21 × 3000) = 4.764 × 10⁻⁵ cm³/mol. The formula is tested on the 14-state model ζL·S with moment Lz + 2Sz. By θ_loc = −χ₀T²/c this term also pushes the intercept down: at 225 K the estimate is −4.764 × 10⁻⁵ × 225²/0.80389 = −3.0 K, and the 14-state fit over 150–300 K without crystal field gives −2.92 K and 2.570 μ_B.

With a fourth-order cubic field acting on L, tuned to keep Δ = 300 K, the 14-state fit gives θ = −55.27 K and μ_fit = 2.714 μ_B. The change from −45.88 K is −9.4 K, much more than the −2.92 K of the free ion, so the two effects do not simply add. Adding χ₀ alone to Cf/T changes y by −εy² to first order, with ε = χ₀/C = 5.93 × 10⁻⁵ K⁻¹. Approximating y by a + bT and using that T² on a symmetric window fits to slope 2T̄ and intercept Var T − T̄², one finds δa = ε[b²(T̄² − Var T) − a²] = 2.26 K and δb = −2εb(a + bT̄) = −0.0263. These give θ ≈ −43.78/0.8787 ≈ −50 K, a change of about −4 K. The rest is attributed, by elimination and without a separate test, to the crystal field coupling the two multiplets, an effect of relative order Δ/E = 0.1. In that situation the sixth-order cubic term, set to zero here, would also act. As E is raised to 10⁷ K the 14-state susceptibility returns to Cf/T within the asserted relative 2 × 10⁻⁴. In the 14-state model treated here, with a fourth-order field only, the correction to the J = 5/2 value of −46 K is thus about 10 K and makes the intercept more negative. This figure is not a bound for a real ion with this gap, because the sixth-order term, whose size and sign depend on the host, changes the intercept again and can move it in either direction.

Values computed for the example and the checks

```
block sums 77, 88, 78 = 1.38889, 7.22222, 4.44444
<Jz> G7 = -0.83333, <Jz> G8 = 1.83333, |<7|Jz|8>|^2 = 2.22222
series of f, x^0..x^4: [1, 0, -8/189, -4/567, 26/8505]
minimum of H = 141.62 at x = 1.649
N_A muB^2/k = 0.37515 cm^3 K/mol, g = 0.85714
C = 0.80389 cm^3 K/mol = 1.0102e-05 m^3 K/mol
mu_eff free = 2.5355 muB, G7 alone = 1.2372, G8 alone = 1.9949
Delta = 300 K = 25.85 meV, B4 = 0.8333 K
T = 150 K: x = 2.0000, u = 0.13534, f = 0.83770, C/chi = 179.06 K, 1/chi = 222.74 mol/cm^3
   G = 8.2368, H = 143.983, theta_loc = -68.65 K, leading law = -50.79 K
T = 225 K: x = 1.3333, u = 0.26360, f = 0.92068, C/chi = 244.38 K, 1/chi = 304.00 mol/cm^3
   G = 2.3107, H = 143.342, theta_loc = -43.52 K, leading law = -33.86 K
T = 300 K: x = 1.0000, u = 0.36788, f = 0.95451, C/chi = 314.30 K, 1/chi = 390.97 mol/cm^3
   G = 0.9650, H = 148.721, theta_loc = -31.15 K, leading law = -25.40 K
fit 150-300 K, 151 points: <T> = 225.0 K, <y> = 245.140 K
Var T = 1900.0 K^2, Cov(T,y) = 1719.44 K^2, Cov_w(T,r) = -1.5584 K
slope b = 0.90497, intercept a = 41.52 K, theta_fit = -45.88 K
C_fit = 0.8883 cm^3 K/mol, mu_fit = 2.6653 muB
R^2 = 0.999690, max residual = 1.794 K = 1.002 % of 1/chi
window factor = 0.009387 1/K, leading window law theta = -35.76 K
Delta = 300 K, window 2-10 K: theta = -0.61 K, mu_fit = 1.393 muB
Delta = 300 K, window 50-150 K: theta = -87.01 K, mu_fit = 2.923 muB
Delta = 300 K, window 100-300 K: theta = -55.38 K, mu_fit = 2.709 muB
Delta = 300 K, window 150-300 K: theta = -45.88 K, mu_fit = 2.665 muB
Delta = 300 K, window 300-600 K: theta = -20.84 K, mu_fit = 2.566 muB
Delta = 300 K, window 600-1200 K: theta = -9.72 K, mu_fit = 2.543 muB
Delta = -300 K, window 2-10 K: theta = -0.12 K, mu_fit = 2.044 muB
Delta = -300 K, window 50-150 K: theta = -20.13 K, mu_fit = 2.561 muB
Delta = -300 K, window 100-300 K: theta = -23.15 K, mu_fit = 2.589 muB
Delta = -300 K, window 150-300 K: theta = -22.24 K, mu_fit = 2.585 muB
Delta = -300 K, window 300-600 K: theta = -14.51 K, mu_fit = 2.554 muB
Delta = -300 K, window 600-1200 K: theta = -8.11 K, mu_fit = 2.541 muB
Delta = 100 K, window 2-10 K: theta = -1.79 K, mu_fit = 1.690 muB
Delta = 100 K, window 50-150 K: theta = -11.95 K, mu_fit = 2.615 muB
Delta = 100 K, window 100-300 K: theta = -5.50 K, mu_fit = 2.554 muB
Delta = 100 K, window 150-300 K: theta = -4.43 K, mu_fit = 2.548 muB
Delta = 100 K, window 300-600 K: theta = -2.10 K, mu_fit = 2.539 muB
Delta = 100 K, window 600-1200 K: theta = -1.02 K, mu_fit = 2.536 muB
Delta = 300 K: lowest theta_loc = -96.0 K (-0.3200|Delta|) at T = 89.5 K
Delta = -300 K: lowest theta_loc = -24.7 K (-0.0823|Delta|) at T = 143.6 K
T = 1e+06 K: T - C/chi cubic = -0.0038 K
with B2 = -2 K: theta_z = 12.80 K, theta_x = -6.40 K
theta_ex = +10 K: shift = 11.05 K, theta_fit = -34.83 K
full fit 20-300 K: Delta = 300.00 K, theta_ex = 10.00 K
multiplet gap = 3000 K: chi0 = 4.764e-05 cm^3/mol
14 states, no crystal field: theta = -2.92 K, mu_fit = 2.5695 muB
14 states, Delta = 300 K: theta = -55.27 K, mu_fit = 2.7144 muB
```
